# Scalar-Relativistic Radial Equations and Their Exponents at the Nucleus, part 1

(Sections cited here and not found follow in the second part.)

## First half: averaging κ in the radial equation

### An s electron in a Coulomb field

Consider one electron in a central potential $V(r)$. Hartree atomic units are used, so $c=1/\alpha$, and the energy $\varepsilon$ is counted without the rest energy $c^2$. The Dirac equation couples an upper two-component spinor $\varphi$ to a lower one $\eta$:

$$c\,\boldsymbol\sigma\cdot\mathbf p\,\eta=(\varepsilon-V)\varphi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi=(\varepsilon-V+2c^2)\eta .$$

It is convenient to define

$$M(r)=1+\frac{\varepsilon-V(r)}{2c^2},$$

so that the bracket in the second equation is $2Mc^2$. Where the electron is slow, $M$ is close to 1. Near a nucleus $V$ is large and negative, and $M$ grows.

For an s state the upper spinor is $\varphi=g(r)\chi$, with $\chi$ a constant spinor. Write $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$. Since $\mathbf p=-i\nabla$ and $\nabla g=g'\hat{\mathbf r}$, the second Dirac equation gives $\eta=-if(r)\sigma_r\chi$ with $f=g'/(2Mc)$. To use the first equation we need $\boldsymbol\sigma\cdot\nabla(f\sigma_r)$. The product rule $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ turns this into the divergence of $f\hat{\mathbf r}$ plus a curl term. The curl of a radial field is zero, and the divergence is $f'+2f/r$. The two factors $-i$ multiply to $-1$, so $-c(f'+2f/r)=(\varepsilon-V)g$. With $P=rg$ and $Q=rf$ the two equations become

$$P'=\frac Pr+2McQ,\qquad Q'=-\frac Qr-\frac{\varepsilon-V}{c}P .$$

Now let $V=-Z/r$ and $\zeta=Z\alpha$. The total energy is $W=c^2+\varepsilon$, and

$$2Mc=\frac{W+c^2}{c}+\frac{\zeta}{r},\qquad \frac{\varepsilon-V}{c}=\frac{W-c^2}{c}+\frac{\zeta}{r}.$$

Try $P=r^\gamma e^{-kr}$ and $Q=qP$ with constant $q$. Then $P'/P=\gamma/r-k$, and the terms in $1/r$ require

$$\gamma-1=q\zeta,\qquad q(\gamma+1)=-\zeta .$$

Multiplying the first by $\gamma+1$ and using the second gives $\gamma^2-1=-\zeta^2$, or $\gamma=\sqrt{1-\zeta^2}$. The constant terms require $-k=q(W+c^2)/c$ and $qk=(W-c^2)/c$. Eliminating $k$ gives $q^2=(c^2-W)/(c^2+W)$. The terms in $1/r$ have already fixed $q^2=(1-\gamma)^2/(1-\gamma^2)=(1-\gamma)/(1+\gamma)$. Hence $W=c^2\gamma$, and the 1s energy is $\varepsilon=c^2(\gamma-1)$.

This state shows what the origin exponent means. Without relativity an s orbital has $P\sim r$, so $g$ is finite at the nucleus. Here $\gamma<1$, and $g\sim r^{\gamma-1}$ diverges weakly. An s state also has a single value of $j$, namely $1/2$, so there is nothing to average. For $l>0$ there are two values of $j$, and a scalar-relativistic equation replaces their two radial functions by one.

### The radial pair for any l

First rewrite $\boldsymbol\sigma\cdot\nabla$ in spherical form. Since $\sigma_r^2=1$,

$$\boldsymbol\sigma\cdot\nabla=\sigma_r\,(\boldsymbol\sigma\cdot\hat{\mathbf r})(\boldsymbol\sigma\cdot\nabla)
=\sigma_r\left[\partial_r+i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\nabla)\right].$$

The angular momentum is $\mathbf L=-i\mathbf r\times\nabla$, so $\hat{\mathbf r}\times\nabla=i\mathbf L/r$, and

$$\boldsymbol\sigma\cdot\nabla=\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).\tag{1}$$

The lower spinor contains an extra $\sigma_r$, so we also need the action on $\sigma_rh$ for a spinor function $h$. Differentiating $\hat{\mathbf r}$ contributes $2h/r$. In the remaining term use $\sigma_i\sigma_j=2\delta_{ij}-\sigma_j\sigma_i$:

$$\boldsymbol\sigma\cdot\nabla(\sigma_rh)=\frac{2h}{r}+2\partial_rh-\sigma_r\,\boldsymbol\sigma\cdot\nabla h
=\left(\partial_r+\frac{2+\boldsymbol\sigma\cdot\mathbf L}{r}\right)h .\tag{2}$$

The last step inserts (1) and $\sigma_r^2=1$.

Let $\Omega$ be a spin-angular function with definite $l$ and $j$. Define $\kappa$ as the eigenvalue of $-(1+\boldsymbol\sigma\cdot\mathbf L)$ on it. From $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ we have $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34$. This equals $l$ for $j=l+\tfrac12$ and $-(l+1)$ for $j=l-\tfrac12$. Therefore

$$\kappa=-(l+1)\ \text{ for } j=l+\tfrac12,\qquad \kappa=l\ \text{ for } j=l-\tfrac12 .$$

Put $\varphi=(P/r)\Omega$ and $\eta=-i(Q/r)\sigma_r\Omega$. In (1), $-\boldsymbol\sigma\cdot\mathbf L=1+\kappa$, and $(P/r)'+(1+\kappa)P/r^2=(P'+\kappa P/r)/r$. In (2), $2+\boldsymbol\sigma\cdot\mathbf L=1-\kappa$, and $(Q/r)'+(1-\kappa)Q/r^2=(Q'-\kappa Q/r)/r$. The Dirac equations become

$$P'=-\frac{\kappa}{r}P+2McQ,\qquad Q'=\frac{\kappa}{r}Q-\frac{\varepsilon-V}{c}P .\tag{3}$$

At $\kappa=-1$ this is the s-state pair found above.

### Eliminating the small function

The first equation of (3) gives $Q=(P'+\kappa P/r)/(2Mc)$. Differentiate it, remembering that $M$ depends on $r$:

$$Q'=\frac{1}{2Mc}\left[P''+\frac{\kappa P'}{r}-\frac{\kappa P}{r^2}-\frac{M'}{M}\left(P'+\frac{\kappa P}{r}\right)\right].$$

Set this equal to the right side of the second equation and multiply by $2Mc$:

$$P''+\frac{\kappa P'}{r}-\frac{\kappa P}{r^2}-\frac{M'}{M}\left(P'+\frac{\kappa P}{r}\right)
=\frac{\kappa P'}{r}+\frac{\kappa^2P}{r^2}-2M(\varepsilon-V)P .$$

The terms $\kappa P'/r$ cancel. Since $M'=-V'/(2c^2)$,

$$P''-\frac{\kappa(\kappa+1)}{r^2}P+\frac{V'}{2Mc^2}\left(P'+\frac{\kappa}{r}P\right)+2M(\varepsilon-V)P=0 .\tag{4}$$

Nothing has been approximated, so (4) is equivalent to the Dirac pair. The quantum number $\kappa$ enters in two ways. The centrifugal term contains $\kappa(\kappa+1)$, which equals $l(l+1)$ for $\kappa=l$ and also for $\kappa=-l-1$. The two $j$ levels therefore share it. They differ through the linear $\kappa$ beside $V'$, and this is where spin-orbit coupling resides.

### The j-average and the Koelling-Harmon equation

A level with given $j$ contains $2j+1$ states: $2l$ for $\kappa=l$ and $2l+2$ for $\kappa=-l-1$. The mean over all $4l+2$ states is

$$\langle\kappa\rangle=\frac{2l\cdot l-(2l+2)(l+1)}{4l+2}
=\frac{2\left[l^2-(l+1)^2\right]}{2(2l+1)}=-1 .$$

The result does not depend on $l$. Keep $l(l+1)$ in the centrifugal term and replace the linear $\kappa$ by this mean:

$$P''-\frac{l(l+1)}{r^2}P+\frac{V'}{2Mc^2}\left(P'-\frac Pr\right)+2M(\varepsilon-V)P=0 .\tag{5}$$

This is the Koelling-Harmon (KH) equation, written for the large function $P$. For s states $\kappa=-1$ already holds, so (5) is then the Dirac equation itself. For $l>0$ it is an approximation.

The order of operations matters. If $\kappa=-1$ were put into the pair (3), elimination would produce $\kappa(\kappa+1)=0$, and a p electron would lose its centrifugal barrier. The average is taken after elimination, where the part common to both $j$ levels is visible as $l(l+1)$.

### The Cowan-Griffin equation

The last term of (5) contains the relativistic change of the kinetic energy:

$$2M(\varepsilon-V)=2(\varepsilon-V)+\frac{(\varepsilon-V)^2}{c^2}.$$

Multiply (5) by $-\tfrac12$, and attach a factor $\delta_{l0}$ to the gradient term:

$$-\frac{P''}{2}+\frac{l(l+1)}{2r^2}P+VP-\frac{(\varepsilon-V)^2}{2c^2}P
-\delta_{l0}\frac{V'}{4Mc^2}\left(P'-\frac Pr\right)=\varepsilon P .\tag{6}$$

This is the Cowan-Griffin (CG) equation in the form considered here. The fourth term is the mass-velocity term, and the fifth is the Darwin term. The $j$-average alone does not produce $\delta_{l0}$, which is a second approximation. If the gradient term is kept for every $l$, (6) and (5) are the same equation.

The second approximation can be justified at leading order. Set $M=1$ in the gradient term and take its expectation value with a normalized nonrelativistic orbital. With $P=rg$ we have $PP'-P^2/r=r^2gg'$, so the energy shift is

$$-\frac1{4c^2}\int_0^\infty V'r^2gg'\,dr
=-\frac1{8c^2}\left[r^2V'g^2\right]_0^\infty+\frac1{8c^2}\int_0^\infty(r^2V')'g^2\,dr .$$

In a Coulomb field $r^2V'=Z$ is constant, so the last integral vanishes. For $l>0$ the boundary term vanishes as well, because $g(0)=0$. For an s state it leaves $Zg(0)^2/(8c^2)$, the usual contact shift. In a screened atom $r^2V'$ varies with $r$, and the term for $l>0$ need not vanish even at this order.

### The exponents at a point nucleus

Suppose $V\simeq-Z/r$ close to the nucleus. Then $M\simeq Z/(2c^2r)$ once $r$ is far smaller than

$$r_c=\frac{Z}{2c^2}=\frac{Z\alpha^2}{2}.$$

In that region

$$\frac{V'}{2Mc^2}\to\frac{Z/r^2}{Z/r}=\frac1r,\qquad 2M(\varepsilon-V)\to\frac{Z}{c^2r}\cdot\frac Zr=\frac{\zeta^2}{r^2}.$$

Insert $P\sim r^\gamma$, keeping $l(l+1)$ and a free linear $\kappa$. Every term is then proportional to $r^{\gamma-2}$:

$$\gamma(\gamma-1)-l(l+1)+\gamma+\kappa+\zeta^2=0
\quad\Longrightarrow\quad \gamma^2=l(l+1)-\kappa-\zeta^2 .\tag{7}$$

For a Dirac state $l(l+1)=\kappa^2+\kappa$, so $\gamma^2=\kappa^2-\zeta^2$. For KH, $\kappa=-1$ gives

$$\gamma_{\rm KH}=\sqrt{l(l+1)+1-\zeta^2},\qquad
\gamma_s=\sqrt{1-\zeta^2},\qquad \gamma_p=\sqrt{3-\zeta^2}.\tag{8}$$

Because (7) is linear in $\kappa$, the KH value of $\gamma^2$ is the weighted mean of the two Dirac values. For p states the Dirac values are $1-\zeta^2$ with weight 2 and $4-\zeta^2$ with weight 4, and their mean is $3-\zeta^2$. The exponents themselves are not averaged.

In the CG equation with $l>0$ the gradient term is absent. It supplied $\gamma+\kappa$ in (7), so now $\gamma(\gamma-1)=l(l+1)-\zeta^2$, and for p

$$\gamma_p^{\rm CG}=\frac12+\sqrt{\frac94-\zeta^2}.\tag{9}$$

Its s exponent is that of (8). In each case the larger root is taken. For $\zeta<1$ the other root is negative and would make the Coulomb energy integral $\int P^2r^{-1}dr$ diverge at the origin.

### Where these exponents apply

As $\zeta\to0$ the CG exponent for p tends to the nonrelativistic value 2, but the KH exponent tends to $\sqrt3$. There is no contradiction, because (8) holds for $r\ll r_c$, and $r_c$ shrinks to zero in the same limit.

The return to 2 can be followed for small $\zeta$ in the range $r_c\ll r\ll1/Z$. There $V'/(2Mc^2)\simeq r_c/r^2$. Put $P=r^2+br_cr+dr^3$ into (5). The gradient term acting on $r^2$ gives $r_c/r$, and the centrifugal term acting on $br_cr$ gives $-2br_c/r$, so $b=\tfrac12$. The Coulomb term $2Z/r$ acting on $r^2$ gives $2Zr$, while $dr^3$ gives $6dr-2dr=4dr$, so $d=-Z/2$. The local exponent is therefore

$$\frac{d\ln P}{d\ln r}\simeq2-\frac{r_c}{2r}-\frac{Zr}{2}.$$

For $Z=1$, $r_c=2.66\times10^{-5}$ bohr. At $r=3\times10^{-3}$ bohr the estimate is $2-0.0044-0.0015=1.994$, and integration of (5) gives 1.994. At $10^{-9}$ bohr the integration gives 1.732, which is $\sqrt3$ to the digits shown.

A nucleus of finite size removes the singularity. Inside a uniformly charged sphere $V$ is finite and $V'$ is proportional to $r$. The centrifugal term is then the one term of order $r^{-2}$, so $\gamma(\gamma-1)=l(l+1)$ and $\gamma=l+1$ in both equations. The relativistic exponents (8) and (9) belong to a point nucleus. They can be approached in a real atom only if the nuclear radius is well below $r_c$. For hydrogen it is not: a uniform sphere with the charge radius of the proton has a radius of $2.05\times10^{-5}$ bohr, close to $r_c$, and the local KH exponent for p then falls no lower than about 1.86.

## Second half: averaging over spin before separating the angles

### Symbols and results carried over

The electron moves in a central potential $V(r)$ with energy $\varepsilon$, and $M=1+(\varepsilon-V)/(2c^2)$. The upper and lower Dirac spinors are $\varphi$ and $\eta$. The large radial function is $P=rg$, the small one is $Q$, and $\zeta=Z\alpha$. The number $\kappa$ is the eigenvalue of $-(1+\boldsymbol\sigma\cdot\mathbf L)$. The first half replaced $\kappa$ by its weighted mean $-1$ in the exact radial equation (4). This gave the KH equation (5), with origin exponents $\sqrt{1-\zeta^2}$ for s and $\sqrt{3-\zeta^2}$ for p. The CG equation (6) drops the gradient term for $l>0$, and its p exponent is (9).

The same KH equation can be reached without introducing $j$ or $\kappa$.

### Elimination in three dimensions

The second Dirac equation gives $\eta=\boldsymbol\sigma\cdot\mathbf p\,\varphi/(2Mc)$. Insert this into the first and write $B=1/M$:

$$\frac12\,\boldsymbol\sigma\cdot\mathbf p\,B\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+V\varphi=\varepsilon\varphi .$$

The function $B$ stands between the two momenta and does not commute with them. The product rule for Pauli matrices gives

$$\boldsymbol\sigma\cdot\mathbf p\,B\,\boldsymbol\sigma\cdot\mathbf p
=\mathbf p\cdot B\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p\times B\mathbf p).$$

In the cross product, move the first momentum past $B$, using $p_iB=Bp_i-i\partial_iB$. The part $B\,\mathbf p\times\mathbf p$ vanishes because the components of $\mathbf p$ commute. What remains is $i\boldsymbol\sigma\cdot(-i\nabla B\times\mathbf p)=\boldsymbol\sigma\cdot(\nabla B\times\mathbf p)$.

For a central potential $\nabla B=B'\hat{\mathbf r}$ and $\hat{\mathbf r}\times\mathbf p=\mathbf L/r$. Also

$$B'=-\frac{M'}{M^2}=\frac{V'}{2c^2M^2}.$$

The equation for the upper spinor is therefore

$$-\frac12\nabla\cdot(B\nabla\varphi)+V\varphi+w(r)\,\boldsymbol\sigma\cdot\mathbf L\,\varphi=\varepsilon\varphi,
\qquad w(r)=\frac{V'}{4c^2M^2r}.\tag{10}$$

This is still equivalent to the Dirac equation. The first two terms do not act on spin, and the third is the spin-orbit coupling. In an attractive Coulomb field $V'>0$, so $w>0$. The coupling raises the level with $j=l+\tfrac12$, where $\boldsymbol\sigma\cdot\mathbf L=l$, and lowers the level with $j=l-\tfrac12$.

Averaging $\kappa$ after eliminating the small function has given the KH equation (5) and its origin exponents, and elimination in three dimensions has given the exact equation (10) for the upper spinor. It remains to average (10) over spin, recover (5) from it, compare the assumptions of the two derivations, and test the KH and CG equations on hydrogen-like bismuth.

Numerical values quoted here were computed with a short program.
